**Numerical tests of Kittel's law for a bare ferroelectric film**

The program tests $w_K=[\pi^2(1+g)\gamma d/(28\zeta(3)P^2)]^{1/2}$ in Hartree atomic units. Here $w_K$ is the stripe width, $d$ the film thickness, $P$ the spontaneous polarization, $\gamma$ the wall energy per wall area and $g=\sqrt{\varepsilon_x\varepsilon_z}$, with relative permittivities across the walls and along the polarization. A finite-difference Poisson solution is asserted to agree with the stray energy, the effect of metal plates and the field just below a face, within stated tolerances. Other assertions cover the uniform-film limit, the growth of stray energy with width, the global minimum on a wide grid of widths, the cost of unequal stripes and the leading finite-thickness correction. For the model film of thickness 2000 bohr, numerical minimization and the closed law both give a width of 134.8 bohr, or 7.1 nm. The local thickness exponent is 0.50000 from 200 bohr upward and falls below one half in the thinnest formal cases. The output also shows an induced surface polarization of 0.93 times $P$, which marks the limit of trust in the linear model's prefactor.

## Numerical verification

```python
"""
Kittel's law for 180-degree stripe domains in a thick ferroelectric film with
bare faces in vacuum (no electrodes, no free charge), Hartree atomic units:
    width = sqrt( pi^2 (1+g) gamma d / (28 zeta(3) P^2) )
P: spontaneous polarization (normal to film), gamma: wall energy per wall area,
d: film thickness, eps_x, eps_z: relative permittivities across the walls and
along P, g = sqrt(eps_x eps_z), c = sqrt(eps_x/eps_z).
Energies are per film area. m is the net polarization divided by P.
The mode series is tested against a finite-difference Poisson solution, and
the closed law against numerical minimization of the complete series.
"""
import numpy as np
import scipy.sparse as sp
import sympy as sy
from scipy.sparse.linalg import spsolve
from scipy.optimize import minimize_scalar
from scipy.special import zeta
from scipy import constants as const

pi = np.pi
MODES = np.arange(1, 8001)


def stray_energy(width, d, P, eps_x, eps_z, m=0.0, gap=None):
    """Mode series; gap = distance of metal plates from the faces, if any."""
    g, c = np.sqrt(eps_x * eps_z), np.sqrt(eps_x / eps_z)
    k = MODES * pi / width
    charge = 4 * P * np.sin(MODES * pi * (1 + m) / 2) / (MODES * pi)
    outer = 1.0 if gap is None else 1 / np.tanh(k * gap)
    inner = g / np.tanh(k * c * d / 2)
    modes = np.sum(charge**2 / 2 * 4 * pi / (k * (outer + inner)))
    return modes + 2 * pi * (P * m)**2 * d / eps_z


def grid_solution(d, gap, eps_x, eps_z, cells=128):
    """Finite differences for P = 1, width = 1, metal at distance gap.
    By symmetry only 0 < x < 1/2, z > 0 is needed; potential is zero at
    x = 0 (wall), z = 0 (midplane) and on the metal.
    Returns field energy per area and E_z just below the domain centre."""
    h = 1 / cells
    nx = cells // 2
    s = int(round(d / 2 / h))
    nz = s + int(round(gap / h))
    mass_x = np.full(nx, h)
    mass_x[-1] = h / 2
    diag_x = np.full(nx, 2 / h)
    diag_x[-1] = 1 / h
    off_x = np.full(nx - 1, -1 / h)
    stiff_x = sp.diags([off_x, diag_x, off_x], [-1, 0, 1])
    edge = np.where(np.arange(1, nz + 1) <= s, eps_z, 1.0)
    off_z = -edge[1:-1] / h
    stiff_z = sp.diags([off_z, (edge[:-1] + edge[1:]) / h, off_z], [-1, 0, 1])
    node = np.arange(1, nz)
    mass_z = h * np.where(node < s, eps_x, 1.0)
    mass_z[s - 1] = h * (eps_x + 1) / 2
    K = sp.kron(sp.diags(mass_z), stiff_x) + sp.kron(stiff_z, sp.diags(mass_x))
    K = (K / (4 * pi)).tocsc()
    q = np.zeros((nz - 1, nx))
    q[s - 1] = mass_x
    phi = spsolve(K, q.ravel())
    energy = 2 * phi @ (K @ phi)
    col = phi.reshape(nz - 1, nx)[:, -1]
    near = -(col[s - 1] - col[s - 2]) / h
    next_one = -(col[s - 2] - col[s - 3]) / h
    return energy, 1.5 * near - 0.5 * next_one


# ---- Poisson tests, with permittivities for which the vacuum side matters
tx, tz = 4.5, 2.0
tg = np.sqrt(tx * tz)
fd_thin, _ = grid_solution(1.0, 2.0, tx, tz)
fd_thick, fd_field = grid_solution(4.0, 2.0, tx, tz)
fd_metal, _ = grid_solution(1.0, 0.125, tx, tz)
se_thin = stray_energy(1.0, 1.0, 1.0, tx, tz)
se_thick = 28 * zeta(3) / (pi**2 * (1 + tg))
se_metal = stray_energy(1.0, 1.0, 1.0, tx, tz, gap=0.125)
field_law = -4 * pi * tg / ((1 + tg) * tz)
assert abs(fd_thin / se_thin - 1) < 2e-3
assert abs(fd_thick / se_thick - 1) < 2e-3
# the gap holds only 16 grid steps, hence the wider tolerance
assert abs(fd_metal / se_metal - 1) < 5e-3
assert abs(fd_field / field_law - 1) < 1e-2

# ---- worked example: round model parameters in atomic units
P, gamma, eps_x, eps_z, d = 0.01, 1e-4, 36.0, 25.0, 2000.0
g, c = np.sqrt(eps_x * eps_z), np.sqrt(eps_x / eps_z)
A = 28 * zeta(3) * P**2 / (pi**2 * (1 + g))


def kittel(thickness):
    return np.sqrt(pi**2 * (1 + g) * gamma * thickness / (28 * zeta(3) * P**2))


def total(width, thickness):
    return gamma * thickness / width + stray_energy(
        width, thickness, P, eps_x, eps_z)


def best_width(thickness):
    start = np.log(kittel(thickness))
    res = minimize_scalar(lambda u: total(np.exp(u), thickness),
                          bounds=(start - 1, start + 2), method="bounded",
                          options={"xatol": 1e-10})
    return np.exp(res.x)


def exponent(thickness):
    r = 1.05
    return np.log(best_width(thickness * r) / best_width(thickness / r)) / (
        2 * np.log(r))


wK = kittel(d)
w_num = best_width(d)
assert abs(w_num / wK - 1) < 1e-6
F_num = total(w_num, d)
assert abs(F_num / (2 * np.sqrt(A * gamma * d)) - 1) < 1e-6

# uniform film: minimize over the induced polarization p from the definition
p, Ps, chi, t = sy.symbols("p P chi d", positive=True)
density = 2 * sy.pi * (Ps + p)**2 + 2 * sy.pi * p**2 / chi
p_min = sy.solve(sy.diff(density, p), p, dict=False)
if not p_min:  # the solution is negative, so use an unrestricted symbol
    p = sy.symbols("p", real=True)
    density = 2 * sy.pi * (Ps + p)**2 + 2 * sy.pi * p**2 / chi
    p_min = sy.solve(sy.diff(density, p), p)
F_uniform = float((density.subs(p, p_min[0]) * t).subs(
    {Ps: P, chi: eps_z - 1, t: d}))
assert abs(F_uniform / (2 * pi * P**2 * d / eps_z) - 1) < 1e-12
wide = stray_energy(200 * d, d, P, eps_x, eps_z)
assert abs(wide / F_uniform - 1) < 1e-2

# global minimum over a wide range, and growth of stray energy with width
widths = wK * np.logspace(-2, 3, 1001)
stray = np.array([stray_energy(w, d, P, eps_x, eps_z) for w in widths])
assert np.all(np.diff(stray) > 0)
lowest = widths[np.argmin(stray + gamma * d / widths)]
assert abs(np.log(lowest / wK)) < 0.012

# unequal up and down widths at fixed period
m = 0.02
rise = (stray_energy(wK, d, P, eps_x, eps_z, m)
        - stray_energy(wK, d, P, eps_x, eps_z)) / m**2
rise_law = 2 * pi * P**2 * d / eps_z - 8 * np.log(2) * P**2 * wK / (1 + g)
assert abs(rise / rise_law - 1) < 1e-3 and rise > 0
for m_try in np.linspace(0.05, 0.95, 19):
    trial = [gamma * d / w + stray_energy(w, d, P, eps_x, eps_z, m_try)
             for w in wK * np.logspace(-1, 2, 40)]
    assert min(trial) > F_num

# leading finite-thickness correction
d_test = 50.0
x = pi * c * d_test / kittel(d_test)
shift_law = 8 * g / (7 * zeta(3) * (1 + g)) * np.exp(-x) * (1 + x)
shift_num = best_width(d_test) / kittel(d_test) - 1
assert abs(shift_num / shift_law - 1) < 0.03

nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy"][0]
to_J_m2 = hartree / (nm * 1e-9)**2
to_C_m2 = const.e / (nm * 1e-9)**2

print("POISSON TEST (P = 1, width = 1, eps_x = %.1f, eps_z = %.1f)" % (tx, tz))
print("d=1, bare: grid %.5f, series %.5f a.u." % (fd_thin, se_thin))
print("d=4, bare: grid %.5f, thick law %.5f a.u." % (fd_thick, se_thick))
print("d=1, metal at 0.125: grid %.5f, series %.5f a.u."
      % (fd_metal, se_metal))
print("E_z below face: grid %.4f, law %.4f a.u." % (fd_field, field_law))
print("WORKED EXAMPLE")
print("P = %.3f e/a0^2 = %.3f C/m^2" % (P, P * to_C_m2))
print("gamma = %.1e Hartree/a0^2 = %.4f J/m^2" % (gamma, gamma * to_J_m2))
print("eps_x = %.0f, eps_z = %.0f, g = %.1f, c = %.2f" % (eps_x, eps_z, g, c))
print("d = %.0f a0 = %.1f nm" % (d, d * nm))
print("zeta(3) = %.6f" % zeta(3))
print("stray coefficient A = %.5e Hartree/a0^3" % A)
print("length gamma/A = %.4f a0" % (gamma / A))
print("Kittel width = %.3f a0 = %.3f nm" % (wK, wK * nm))
print("numerical best width = %.3f a0" % w_num)
print("wall energy = %.5e Hartree/a0^2" % (gamma * d / w_num))
print("stray energy = %.5e Hartree/a0^2"
      % stray_energy(w_num, d, P, eps_x, eps_z))
print("total energy = %.5e Hartree/a0^2 = %.3f J/m^2"
      % (F_num, F_num * to_J_m2))
print("uniform-state energy = %.5e Hartree/a0^2" % F_uniform)
print("uniform / striped energy = %.2f" % (F_uniform / F_num))
print("imbalance energy / m^2: series %.5e, law %.5e Hartree/a0^2"
      % (rise, rise_law))
surface_field = 4 * pi * P * g / ((1 + g) * eps_z)
print("field size below face = %.4e a.u." % surface_field)
print("induced polarization there / P = %.3f"
      % ((eps_z - 1) * surface_field / (4 * pi * P)))
print("METAL PLATES at fixed Kittel width: stray energy / bare value")
bare = stray_energy(wK, d, P, eps_x, eps_z)
ratios = []
for gap in (100.0, 10.0, 1.0, 0.1):
    ratios.append(stray_energy(wK, d, P, eps_x, eps_z, gap=gap) / bare)
    print("gap %.1f a0: %.4f" % (gap, ratios[-1]))
assert np.all(np.diff(ratios) < 0) and ratios[-1] < 0.1
print("THICKNESS SCAN: d (a0), best width (a0), Kittel (a0), local exponent")
for thick in (10.0, 20.0, 50.0, 200.0, 2000.0, 20000.0):
    slope = exponent(thick)
    print("%7.0f %10.3f %10.3f %9.5f"
          % (thick, best_width(thick), kittel(thick), slope))
    if thick >= 200:
        assert abs(slope - 0.5) < 1e-5
print("relative width shift at d = 50 a0: numerical %.4e, law %.4e"
      % (shift_num, shift_law))
print("success")
```

Running it gives:

```
POISSON TEST (P = 1, width = 1, eps_x = 4.5, eps_z = 2.0)
d=1, bare: grid 0.84118, series 0.84168 a.u.
d=4, bare: grid 0.85206, thick law 0.85256 a.u.
d=1, metal at 0.125: grid 0.60578, series 0.60622 a.u.
E_z below face: grid -4.7123, law -4.7124 a.u.
WORKED EXAMPLE
P = 0.010 e/a0^2 = 0.572 C/m^2
gamma = 1.0e-04 Hartree/a0^2 = 0.1557 J/m^2
eps_x = 36, eps_z = 25, g = 30.0, c = 1.20
d = 2000 a0 = 105.8 nm
zeta(3) = 1.202057
stray coefficient A = 1.10007e-05 Hartree/a0^3
length gamma/A = 9.0903 a0
Kittel width = 134.835 a0 = 7.135 nm
numerical best width = 134.835 a0
wall energy = 1.48329e-03 Hartree/a0^2
stray energy = 1.48329e-03 Hartree/a0^2
total energy = 2.96658e-03 Hartree/a0^2 = 4.619 J/m^2
uniform-state energy = 5.02655e-02 Hartree/a0^2
uniform / striped energy = 16.94
imbalance energy / m^2: series 4.78539e-02, law 4.78536e-02 Hartree/a0^2
field size below face = 4.8644e-03 a.u.
induced polarization there / P = 0.929
METAL PLATES at fixed Kittel width: stray energy / bare value
gap 100.0 a0: 0.9994
gap 10.0 a0: 0.9060
gap 1.0 a0: 0.4406
gap 0.1 a0: 0.0753
THICKNESS SCAN: d (a0), best width (a0), Kittel (a0), local exponent
     10     11.028      9.534   0.14030
     20     13.839     13.484   0.43049
     50     21.348     21.319   0.49466
    200     42.639     42.639   0.50000
   2000    134.835    134.835   0.50000
  20000    426.387    426.387   0.50000
relative width shift at d = 50 a0: numerical 1.3255e-03, law 1.3094e-03
success
```
